\section*{Lattice Skyrmions Collapse over a Finite Barrier Despite Their Topological Charge}

\section{The decision: set the collapse rate to zero, or compute a barrier}

A retention estimate for a skyrmion memory needs a rate at which a stored skyrmion disappears. One may be tempted to set that rate to zero, because the skyrmion has topological charge $-1$, the ferromagnet has charge $0$, and an integer cannot change continuously. If the argument held for atomic spins, no barrier calculation would be needed. It does not hold: the integer is conserved for continuous fields, whereas neighboring spins on a lattice may point in any two directions. The following case shows a collapse in full.

\section{A skyrmion that collapses}

Take classical unit spins $\mathbf n_i$ on a triangular lattice of spacing $a$, with energy
\begin{equation}
E=-J\sum_{\langle ij\rangle}\mathbf n_i\cdot\mathbf n_j
-D\sum_{\langle ij\rangle}\mathbf d_{ij}\cdot(\mathbf n_i\times\mathbf n_j)
-B\sum_i n_i^z .
\label{eq:E}
\end{equation}
Each neighbor bond is counted once, $\mathbf d_{ij}=\hat{\mathbf z}\times\hat{\mathbf r}_{ij}$ with $\hat{\mathbf r}_{ij}$ pointing from $i$ to $j$, and $B$ is the Zeeman energy per spin. The parameters are $D=0.40J$ and $B=0.22J$. A disc of radius $10a$ holds 354 free spins, and all spins around it are frozen up. Energies are measured from the state with every spin up.

The charge is a sum over the elementary triangles, with corners taken counterclockwise:
\begin{equation}
Q=\frac1{4\pi}\sum_{\triangle}\Omega_\triangle,\qquad
\Omega_\triangle=2\arg z_\triangle,
\label{eq:Q}
\end{equation}
\begin{equation}
z_\triangle=1+\mathbf n_1\cdot\mathbf n_2+\mathbf n_2\cdot\mathbf n_3
+\mathbf n_3\cdot\mathbf n_1+i\,\mathbf n_1\cdot(\mathbf n_2\times\mathbf n_3),
\label{eq:z}
\end{equation}
where $-\pi<\arg z\le\pi$. Here $\Omega_\triangle$ is the signed solid angle spanned by the three spins.

To decide whether a state is a minimum or a saddle, move each spin along a tangent vector $\mathbf u_i\perp\mathbf n_i$ and restore its length:
\begin{equation}
\frac{\mathbf n_i+t\mathbf u_i}{|\mathbf n_i+t\mathbf u_i|}
=\mathbf n_i+t\mathbf u_i-\tfrac12t^2|\mathbf u_i|^2\mathbf n_i+O(t^3).
\end{equation}
At a stationary point the term of order $t$ in the energy vanishes. The term of order $t^2$ is
\begin{equation}
\frac{t^2}{2}\left[\sum_{ij}\mathbf u_i\cdot
\frac{\partial^2E}{\partial\mathbf n_i\partial\mathbf n_j}\mathbf u_j
-\sum_i|\mathbf u_i|^2\,\mathbf n_i\cdot\frac{\partial E}{\partial\mathbf n_i}\right].
\label{eq:hess}
\end{equation}
The second sum comes from the curvature of the spheres. The eigenvalues of the bracket are the curvatures quoted below.

The relaxed skyrmion has $Q=-1$, energy $4.367J$ and 36 spins pointing down. Its largest angle between neighbors is $30.0^\circ$, so it looks smooth. Its lowest curvature is $+0.0054J$: it is a true local minimum, though a soft one. This curvature depends on the frame: it falls to $0.0012J$ for a disc of radius $12a$ and to $0.0003J$ for $14a$.

Relaxing a chain of states between skyrmion and ferromagnet, and then refining its highest member, gives a stationary state at $10.435J$. It has one negative curvature, $-1.47J$, and the next is $+0.09J$. It is therefore a first-order saddle. Moving downhill from one side of it leads back to the skyrmion, at $4.367J$ with $Q=-1$; from the other side it leads to the ferromagnet, at zero energy with $Q=0$. The two descents together form a collapse route with barrier
\begin{equation}
\Delta E=10.435J-4.367J=6.068J .
\label{eq:barrier}
\end{equation}

The integer changes in the central triangle. In the resting skyrmion its three spins have polar angle $163.6^\circ$. At the saddle they are at $99.2^\circ$, and are the only three spins still pointing down. The charge there is still $-1$. It jumps slightly later, when all three lie in the plane at $90.0^\circ$, with an energy of $10.334J$ on the path of steepest descent (interpolating between coarse descent steps gives $10.335J$). The jump thus occurs $0.10J$ below the saddle, on the ferromagnetic side; the top of the barrier and the change of charge are different events.

For three spins of common polar angle $\theta$ with azimuths $120^\circ$ apart, each pair satisfies
\begin{equation}
\mathbf n_1\cdot\mathbf n_2=\cos^2\theta+\sin^2\theta\cos120^\circ
=1-\tfrac32\sin^2\theta .
\end{equation}
At $\theta=99.2^\circ$ this is $-0.462$, an angle of $117.5^\circ$, which agrees with the largest neighbor angle found at the saddle. At $\theta=90^\circ$ it is $-\tfrac12$, an angle of $120^\circ$. The next section shows why this value matters.

\section{The correct statement and its proof}

Consider finitely many unit spins on a triangulated disc whose boundary spins are fixed up, with an energy that is a continuous function of the spins.

\begin{enumerate}
\item During a continuous motion $Q$ is a constant integer as long as every angle between two corners of a triangle stays below $120^\circ$.
\item Any state can nevertheless be moved continuously to the ferromagnet with the energy finite throughout. A skyrmion that is a strict local minimum is thus protected by a barrier that is positive and finite.
\end{enumerate}

\subsection{Why $Q$ is an integer}

Let $|\mathbf n\rangle$ be the spin-$\tfrac12$ state pointing along $\mathbf n$, used here purely as a mathematical tool. Its projector is $P=\tfrac12(1+\mathbf n\cdot\boldsymbol\sigma)$. The Pauli matrices obey $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$ and $\mathrm{Tr}\,\sigma_a\sigma_b\sigma_c=2i\epsilon_{abc}$, and each is traceless, so
\begin{equation}
\langle\mathbf n_1|\mathbf n_2\rangle\langle\mathbf n_2|\mathbf n_3\rangle
\langle\mathbf n_3|\mathbf n_1\rangle=\mathrm{Tr}\,P_1P_2P_3=\tfrac14 z_\triangle .
\end{equation}
Multiply this over all triangles. An interior bond belongs to two triangles, which traverse it in opposite directions, and contributes $|\langle\mathbf n_i|\mathbf n_j\rangle|^2$. This is positive unless the two spins are antiparallel. A boundary bond joins two up spins and contributes $1$. The product is therefore positive, and
\begin{equation}
1=\prod_\triangle e^{i\arg z_\triangle}
=\exp\Big(\frac i2\sum_\triangle\Omega_\triangle\Big)=e^{2\pi iQ},
\end{equation}
which makes $Q$ an integer.

\subsection{Where the integer can jump}

The function $\arg z$ is continuous except at $z=0$ and on the negative real axis. An integer that varies continuously is constant, so $Q$ can change only when some triangle satisfies
\begin{equation}
\mathbf n_1\cdot(\mathbf n_2\times\mathbf n_3)=0,\qquad
1+\mathbf n_1\cdot\mathbf n_2+\mathbf n_2\cdot\mathbf n_3+\mathbf n_3\cdot\mathbf n_1\le0 .
\label{eq:sing}
\end{equation}
The first condition puts the three spins on one great circle. Let $\alpha,\beta,\gamma\in[0,\pi]$ be their mutual angles, $\gamma$ being the largest. Either the spins fit in a half circle and $\gamma=\alpha+\beta$, or they surround the center and $\alpha+\beta+\gamma=2\pi$. In the first case,
\begin{align}
1+\cos\alpha+\cos\beta+\cos(\alpha+\beta)
&=2\cos^2\tfrac{\alpha+\beta}2+2\cos\tfrac{\alpha+\beta}2\cos\tfrac{\alpha-\beta}2\nonumber\\
&=4\cos\tfrac{\alpha+\beta}2\cos\tfrac\alpha2\cos\tfrac\beta2\ \ge0 .
\end{align}
This meets the second condition in \eqref{eq:sing} only if it vanishes, which requires $\gamma=\pi$; then the angles also add up to $2\pi$. Hence a jump always needs
\begin{equation}
\alpha+\beta+\gamma=2\pi\quad\Longrightarrow\quad\gamma\ge\frac{2\pi}3=120^\circ ,
\end{equation}
which proves the first part. The symmetric collapse above reaches this minimum angle.

On the triangular lattice all three sides are exchange bonds. The second condition in \eqref{eq:sing} says that the three cosines sum to at most $-1$, so the triangle costs
\begin{equation}
J(3-\cos\alpha-\cos\beta-\cos\gamma)\ge4J
\label{eq:fourJ}
\end{equation}
above alignment. This is a lower bound on exchange alone, not a value for the barrier. In the example the central triangle costs $3\times\tfrac32J=4.5J$ at the jump, and all bonds together cost $15.67J$ on the path of steepest descent. Since the total energy there is $10.33J$, the chiral and Zeeman terms together contribute $-5.34J$.

The bounds were also tested on triples of spins moving between random directions. In 86 jumps the largest angle was never below $125.1^\circ$, and the exchange cost never below $4.002J$.

On a square lattice cut into triangles, one side of each triangle is a diagonal. If that side has angle $\gamma\le\pi$, the other two satisfy $\alpha+\beta=2\pi-\gamma\ge\pi$. Some nearest-neighbor angle must then reach at least $90^\circ$, rather than $120^\circ$.

\subsection{Why the barrier is finite and positive}

Turn every spin to the up direction by reducing its polar angle from $\theta_i$ to $(1-s)\theta_i$ as $s$ runs from $0$ to $1$, at fixed azimuth. A spin that starts straight down may use any azimuth. The motion is continuous, and a continuous energy on the closed interval $0\le s\le1$ has a finite maximum. This proves that a finite-energy path exists.

The barrier is also positive. Around a strict local minimum there is a small closed surface in the space of spin states on which the energy is everywhere above that of the minimum. The surface is compact, so the excess has a positive least value, and every escape path must cross it.

The route through the saddle gives the number. It shows that the lowest barrier in the example is at most $6.07J$; no search over all other routes was made.

\section{What changes between the continuum and the lattice}

For a smooth field the charge is $Q=\frac1{4\pi}\int q\,d^2r$ with $q=\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)$. Under a smooth variation $\delta\mathbf n$, the vectors $\delta\mathbf n$, $\partial_x\mathbf n$ and $\partial_y\mathbf n$ are all perpendicular to $\mathbf n$, so their triple product vanishes. Adding the derivatives of $\delta\mathbf n$, and noting that the terms with $\partial_x\partial_y\mathbf n$ cancel, gives
\begin{equation}
\delta q=\partial_x[\mathbf n\cdot(\delta\mathbf n\times\partial_y\mathbf n)]
+\partial_y[\mathbf n\cdot(\partial_x\mathbf n\times\delta\mathbf n)] .
\end{equation}
This integrates to zero when $\delta\mathbf n=0$ at the boundary. Here the conservation law is valid, but it is not an infinite energy wall.

To see this, write a bond's exchange cost as $\frac J2|\mathbf n_i-\mathbf n_j|^2\simeq\frac J2|(\boldsymbol\delta\cdot\nabla)\mathbf n|^2$. The three bond vectors per site satisfy $\sum\delta_\mu\delta_\nu=\frac32a^2\delta_{\mu\nu}$, and the area per site is $\frac{\sqrt3}2a^2$. The exchange energy is then $A\int|\nabla\mathbf n|^2d^2r$ with $A=\frac{\sqrt3}2J$. From
\begin{equation}
0\le|\partial_x\mathbf n\pm\mathbf n\times\partial_y\mathbf n|^2=|\nabla\mathbf n|^2\mp2q
\end{equation}
it follows that $E_{\rm ex}\ge8\pi A|Q|=4\sqrt3\,\pi J|Q|$, or $21.77J$ for $|Q|=1$. The profile $\tan(\theta/2)=\lambda/r$, with the azimuth of the spin following that of the position, has $|\nabla\mathbf n|^2=8\lambda^2/(r^2+\lambda^2)^2$. Its integral is $8\pi$, so it reaches the bound at every radius $\lambda$.

Now shrink any localized skyrmion by a factor $s$. Exchange has two derivatives and is unchanged, the chiral term has one and scales as $s$, and the Zeeman term scales as $s^2$:
\begin{equation}
E(s)=E_{\rm ex}+sE_D+s^2E_Z\ \longrightarrow\ E_{\rm ex}\qquad(s\to0).
\end{equation}
The energy stays finite down to zero size. What blocks the last step in the continuum is that the limit is not reached through continuous fields. A lattice removes this obstacle: its states need no continuity from site to site, so the last few core spins can turn up through ordinary states of finite energy.

The lattice also lowers the exchange cost of small skyrmions. Averaging over $\pm\boldsymbol\delta$ removes odd orders, and the next term in $-J\,\mathbf n(\mathbf r)\cdot\mathbf n(\mathbf r+\boldsymbol\delta)$ is $-\frac J{24}\mathbf n\cdot(\boldsymbol\delta\cdot\nabla)^4\mathbf n$. The three bond directions give $\sum(\boldsymbol\delta\cdot\nabla)^4=\frac98a^4\nabla^4$. Dividing by the area per site and integrating by parts twice,
\begin{equation}
\Delta E_{\rm ex}=-\frac{\sqrt3}{32}Ja^2\int|\nabla^2\mathbf n|^2d^2r .
\end{equation}
The profile above minimizes the exchange energy at fixed $Q$, so $\nabla^2\mathbf n$ is parallel to $\mathbf n$. Differentiating $\mathbf n^2=1$ twice then gives $\nabla^2\mathbf n=-|\nabla\mathbf n|^2\mathbf n$. With $u=r^2$,
\begin{equation}
\int|\nabla\mathbf n|^4d^2r=64\pi\lambda^4\int_0^\infty\frac{du}{(u+\lambda^2)^4}
=\frac{64\pi}{3\lambda^2},
\end{equation}
\begin{equation}
E_{\rm ex}\simeq4\sqrt3\,\pi J\left(1-\frac{a^2}{6\lambda^2}\right).
\end{equation}
At $\lambda=4a$ the predicted reduction is $0.227J$, and direct summation over the lattice gives $0.224J$. At $\lambda=a$ the sum, for a profile centered on a triangle, is $18.70J$ against $18.14J$ from the formula, which by then is only a rough guide. The sign means that lattice exchange favors shrinking; in the example the chiral term opposes this and holds the skyrmion open.

\section{Using the barrier}

With the choice $J=0.50$ mRy, the barrier is $6.068\times0.50=3.03$ mRy, or $41.3$ meV. When it is large compared with $k_BT$, the rate of collapse through this saddle has the activated form
\begin{equation}
\Gamma=\Gamma_0\,e^{-\Delta E/k_BT}.
\end{equation}
At 30 K the ratio $\Delta E/k_BT$ is $16.0$ and the exponential is $1.2\times10^{-7}$: collapse is rare per attempt, but not forbidden. At 300 K the ratio is $1.6$ and the exponential is $0.20$. There the formula no longer applies, and neither does the picture of a stored skyrmion: $k_BT=3.8J$ lies above even the mean-field ordering temperature for six neighbors, $k_BT=6J/3=2J$, so the magnetic order itself is gone. The charge $-1$ offers no protection against this. A lifetime also needs $\Gamma_0$, which was not computed, and a sum over the saddles on nearby triangles: those checked within $3a$ of the center lie only $0.001J$ to $0.02J$ higher, far less than $k_BT=0.38J$ at 30 K.

These values belong to the model \eqref{eq:E} with its frozen frame; a tighter frame squeezes the skyrmion, which raises its energy and lowers the barrier. The barrier is $5.30J$ for a disc of radius $8a$, $6.07J$ for $10a$, $6.29J$ for $12a$ and $6.34J$ for $14a$, so the value at $10a$ is not that of an isolated skyrmion. Dipolar fields, anisotropy and quantum effects are left out. At a free edge the boundary spins are not fixed, the proof that $Q$ is an integer no longer applies, and escape through the edge needs its own barrier calculation. The charge remains useful for smooth motion: while all neighbor angles stay below $120^\circ$ inside a fixed boundary, $Q$ is conserved on the triangular lattice too. The computed energies and angles are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
chiral exchange D = 0.40 J, Zeeman energy B = 0.22 J
free disc radius = 10 a, free spins = 354
continuum exchange energy of charge 1 = 21.766 J
lattice exchange, scale-free profile, radius 1 a = 18.696 J
lattice exchange, scale-free profile, radius 2 a = 20.902 J
lattice exchange, scale-free profile, radius 4 a = 21.542 J
deficit at radius 4 a: lattice sum = 0.2239 J
deficit at radius 4 a: fourth-order formula = 0.2267 J
random triples: number of charge jumps = 86
random triples: smallest largest-angle = 125.12 deg
random triples: smallest exchange cost = 4.002 J
skyrmion: energy above ferromagnet = 4.3673 J
skyrmion: charge = -1.000000
skyrmion: spins pointing down = 36
skyrmion: largest neighbor angle = 30.0 deg
skyrmion: lowest curvature = 5.434e-03 J
skyrmion: polar angles of core triangle = 163.6 163.6 163.6 deg
plain shrinking path: highest energy = 10.722 J
relaxed path: highest image energy = 10.325 J
saddle: energy above ferromagnet = 10.4349 J
saddle: charge = -1.000000
saddle: spins pointing down = 3
saddle: largest neighbor angle = 117.5 deg
saddle: two lowest curvatures = -1.4657, 0.0925 J
saddle: negative curvature by differences = -1.4657 J
saddle: polar angles of core triangle = 99.2 99.2 99.2 deg
charge jumps met on the way down = 1
charge jump: energy above ferromagnet = 10.3354 J
charge jump: exchange part = 15.6777 J
charge jump: largest neighbor angle = 120.00 deg
charge jump: polar angles of core triangle = 90.0 90.0 90.0 deg
downhill end with charge -1: energy = 4.3673 J
downhill end with charge 0: energy = 0.0000 J
collapse barrier = 6.0676 J
chosen J = 0.50 mRy
collapse barrier = 3.034 mRy
collapse barrier = 41.28 meV
barrier / k_B T at 30 K = 15.97, Boltzmann factor = 1.16e-07
barrier / k_B T at 300 K = 1.60, Boltzmann factor = 2.03e-01
\end{verbatim}
